\section*{Why odd-period polarization waves lock at twice the even-period power}

\section{Definitions and conventions}

Consider a crystal built of identical layers, numbered by $j$, each with one polarization component $P_j$ lying in the layer plane. A modulated state is described by
\begin{equation}
P_j=A\cos(qj+\phi),\qquad q=\frac{2\pi m}{n},
\label{wave}
\end{equation}
where $A>0$, $n\ge3$, and $m$ and $n$ have no common factor. The pattern repeats after $n$ layers. For $n=1$ or $2$ it has one real amplitude and no independent phase, so there is nothing to lock.

Energies are per cell of one layer. $P$ and $A$ are measured against a fixed polarization scale, so all coefficients are energies; the algebra holds in atomic units or any other consistent set. The numbers use eV, nm, $\mu$C/cm$^2$, MV/cm and K.

Locking means that the energy depends on $\phi$: the wave then prefers certain positions relative to the layers. The first locking term is the phase-dependent term of lowest power in $A$. Three assumptions are made.
\begin{enumerate}
\item A shift by one layer leaves the energy unchanged.
\item Reversing every $P_j$ with the layers held in place leaves it unchanged. A twofold rotation about the stacking axis does this. There is no applied or built-in field.
\item After all other waves have relaxed, the energy is a power series in $\psi=Ae^{i\phi}$ and $\psi^*$. This requires the other waves to have positive stiffness.
\end{enumerate}
The result is that the first locking term allowed has power
\begin{equation}
N=\mathrm{lcm}(2,n)=\begin{cases}n,& n\ \text{even},\\ 2n,& n\ \text{odd}.\end{cases}
\label{N}
\end{equation}

\section{Why parity matters}

A general term of the series is $\psi^r\psi^{*s}=A^{r+s}e^{i(r-s)\phi}$. Write $p=r-s$. The term depends on phase if $p\ne0$, and its power obeys $r+s\ge|p|$. The lowest power therefore equals the smallest allowed nonzero $|p|$.

Replacing $j$ by $j+1$ in Eq.~(\ref{wave}) changes $\phi$ to $\phi+2\pi m/n$. The term is multiplied by $e^{2\pi ipm/n}$, which is 1 only if $pm/n$ is an integer. Since $m$ and $n$ have no common factor, $p$ must be a multiple of $n$.

Reversing the polarization changes $\phi$ to $\phi+\pi$, because $-\cos x=\cos(x+\pi)$. The term is multiplied by $(-1)^p$, so $p$ must be even. The smallest nonzero even multiple of $n$ is Eq.~(\ref{N}).

The physical difference lies in whether reversal is already a shift. For even $n$, $m$ must be odd. Moving the wave by $n/2$ layers changes its phase by
\begin{equation}
\frac n2\,\frac{2\pi m}{n}=\pi m ,
\end{equation}
which is equivalent to $\pi$. The reversed wave is the same wave moved along the stack, and reversal adds no new condition. For odd $n$, a shift by $s$ layers would reverse the wave only if $2\pi ms/n=\pi+2\pi t$ with integer $t$, or $2ms=n(1+2t)$. The left side is even and the right side odd, so no such shift exists. Reversal then doubles the number of equivalent phases from $n$ to $2n$, and an energy with $2n$ equivalent phases around the circle has $\cos2n\phi$ as its first harmonic.

A mirror $j\to-j$ sends $\phi\to-\phi$ and removes $\sin N\phi$. The locking energy is then
\begin{equation}
E_{\rm lock}=V_NA^N\cos N\phi .
\label{lock}
\end{equation}
Without the mirror the preferred phases may move, unless another symmetry such as a twofold axis along $P$ holds them, but the power stays.

Inversion symmetry alone is not enough for the second assumption. Inversion gives $P_j\to-P_{-j}$, hence $\phi\to\pi-\phi$. Since $\sin[p(\pi-\phi)]=(-1)^{p+1}\sin p\phi$, it permits $A^n\sin n\phi$ for odd $n$. The reversal must leave each layer where it is.

\section{Where the locking energy comes from}

Symmetry says which term may appear, not how large it is. Take a local energy $bP_j^4/4+cP_j^6/6$ and a quadratic energy that gives a wave of wavenumber $k$ the stiffness $K(k)$.

\subsection{Direct layer sum}

With $\theta_j=qj+\phi$, the binomial expansion gives
\begin{equation}
\cos^p\theta_j=2^{-p}\sum_{r=0}^{p}\binom pr e^{i(p-2r)\theta_j}.
\end{equation}
Averaged over layers, a term survives only if $(p-2r)m/n$ is an integer. For even $p$ the number $p-2r$ is even, so it must be zero or a nonzero multiple of $N$. For $p<N$ only zero is available, and the average has no phase dependence. At $p=N$ the end terms $r=0$ and $r=N$ also survive:
\begin{equation}
\langle\cos^N\theta_j\rangle=2^{-N}\binom N{N/2}+2^{1-N}\cos N\phi .
\label{average}
\end{equation}
For $n=4$ the quartic energy gives
\begin{equation}
V_4=\frac b4\,2^{-3}=\frac b{32}.
\end{equation}
If $b>0$, the minimum has $\cos4\phi=-1$, so $\phi=45^\circ$. The layers then have equal magnitudes and follow up, down, down, up, which is the up-up-down-down sequence with a different starting layer. The quartic energy at fixed $A$ prefers this to a pattern with empty layers.

\subsection{Relaxation of other waves: the case $n=3$}

For $n=3$ the one other wave is a uniform polarization $P_0$. Put $P_j=P_0+w_j$ with $w_j=A\cos\theta_j$. The quartic energy contains $b\,P_0\langle w_j^3\rangle$, and
\begin{equation}
\cos^3\theta=\tfrac14(3\cos\theta+\cos3\theta)
\quad\Rightarrow\quad
\langle w_j^3\rangle=\tfrac14A^3\cos3\phi ,
\end{equation}
because $3q$ is a multiple of $2\pi$. With $K_0=K(0)$, the leading energy of $P_0$ is
\begin{equation}
E(P_0)=\tfrac12K_0P_0^2+\tfrac14bP_0A^3\cos3\phi .
\end{equation}
Setting its derivative to zero and substituting back,
\begin{align}
P_0&=-\frac{bA^3\cos3\phi}{4K_0},\label{P0}\\
E&=-\frac{b^2A^6\cos^23\phi}{32K_0}
=-\frac{b^2A^6}{64K_0}(1+\cos6\phi).
\end{align}
The third power acts as a force on $P_0$. Reversal changes the sign of both the force and $P_0$, so the energy contains the force squared, which is of sixth power. Adding the direct term $(c/6)2^{-5}$ from Eq.~(\ref{average}),
\begin{equation}
V_6=\frac c{192}-\frac{b^2}{64K_0}.
\label{V6}
\end{equation}
With $c>0$, a rigid wave prefers $\phi=30^\circ$: one layer up, one down, one empty. Relaxation favours $\phi=0$, where the layers carry a net moment. The two terms cancel at $K_0=3b^2/c$. There the sixth power vanishes by accident, and a higher one takes over.

\subsection{Sign in the purely quartic model}

For $c=0$ and $b>0$, relaxation links quartic terms through other waves. Let there be $v$ quartic terms. A connected chain or tree has $v-1$ links, each using two of the $4v$ factors and leaving $N$ factors of the main wave: $4v-2(v-1)=N$, so $v=N/2-1$. Each link contributes $-1/K$ with $K>0$. All contributions thus share the sign $(-1)^{v-1}=(-1)^{N/2}$ and cannot cancel. For odd $n$, $N/2=n$ is odd, so $V_N<0$ and $\phi=0$ is preferred at small $A$.

These results were tested by minimizing the layer energy at fixed $A$ and $\phi$, with $c=0$, and reading the power from a doubling of a small $A$. The powers were 6, 4, 10, 6, 14 and 8 for $n=3$ to $8$, to within 0.01, with the signs just derived. For $n=5$, 7 and 8 a second $m$ gave the same power.

\section{What a field changes}

A uniform field adds $-eP_j$, where $e$ is the field expressed as an energy. Reversal is no longer a symmetry, $p$ may be odd, and every $n$ may lock at power $n$. The same minimization with a field gave powers 3, 4, 5 and 6 for $n=3$ to 6. The odd cases changed and the even cases did not, which identifies reversal symmetry as the cause of the doubling.

For $n=3$, let $F=bA^3/4$. The energy of $P_0$ is now $K_0P_0^2/2+(F\cos3\phi-e)P_0$, whose minimum is
\begin{equation}
E=-\frac{(F\cos3\phi-e)^2}{2K_0}.
\end{equation}
The phases $0$ and $60^\circ$, equivalent at zero field, are split by
\begin{equation}
E(0)-E(60^\circ)=\frac{(F+e)^2-(F-e)^2}{2K_0}
=\frac{2Fe}{K_0}=\frac{beA^3}{2K_0}.
\label{field}
\end{equation}

\section{How large the effect is}

\subsection{Model and lock energies}

The example uses illustrative parameters for a perovskite-like cell, not fitted to any material: polarization scale 40~$\mu$C/cm$^2$, cell edge 0.41~nm, $b=0.06$~eV and $c=0.04$~eV. The stiffness is
\begin{equation}
K(k)=k_{\min}+g(\cos k-\cos q)^2,\qquad g=0.03\ \text{eV}.
\end{equation}
For each $n$ the soft minimum is placed at the wave studied, as if composition had been tuned. At each $A$, $k_{\min}$ is set so that the phase-averaged energy of a rigid wave,
$k_{\min}A^2/4+3bA^4/32+5cA^6/96$, is stationary:
\begin{equation}
k_{\min}=-\tfrac34bA^2-\tfrac58cA^4 .
\end{equation}
This fixes $A$ only for the rigid, phase-averaged wave. If the amplitude is also released, the locked wave at the $k_{\min}$ chosen for 20~$\mu$C/cm$^2$ grows to about 25~$\mu$C/cm$^2$ for $n=4$ and about 21 for $n=3$, 5 and 7. In what follows $A$ is held at the stated value. The lock energy below is the highest minus the lowest energy over phase, in $\mu$eV per cell, at two amplitudes given in $\mu$C/cm$^2$.

\begin{center}
\begin{tabular}{ccccc}
$n$ & $N$ & $A=5$ & $A=20$ & best phase\\
3 & 6 & $4.9\times10^{-3}$ & 25 & $0^\circ$\\
4 & 4 & 0.93 & 273 & $45^\circ$\\
5 & 10 & $7.5\times10^{-6}$ & 5.5 & $0^\circ$\\
6 & 6 & $4.9\times10^{-3}$ & 25 & $0^\circ$\\
7 & 14 & $4.9\times10^{-9}$ & 0.73 & $0^\circ$
\end{tabular}
\end{center}

At $A=20~\mu$C/cm$^2$, or 0.5 in scaled units, the $n=4$ value follows by hand. The sextic energy adds $cA^6/32$ to the coefficient of $\cos4\phi$, so the full range is
\begin{equation}
\frac{bA^4+cA^6}{16}
=\frac{0.00375+0.000625}{16}\ \text{eV}=273\ \mu\text{eV}.
\end{equation}

For $n=3$, leaving out $k_{\min}$, which vanishes at small $A$, $K_0=g(1+\tfrac12)^2=0.0675$~eV and $V_6=-6.25\times10^{-4}$~eV. The leading law gives $2|V_6|A^6=20~\mu$eV, about one fifth below the relaxed value. Two finite-amplitude corrections explain the gap. The force becomes $bA^3/4+5cA^5/16=2.27$~meV, and the stiffness becomes
\begin{equation}
K_0+k_{\min}+\tfrac32bA^2+\tfrac{15}8cA^4=0.082\ \text{eV}.
\end{equation}
Force squared over twice the stiffness is 31~$\mu$eV. Subtracting the direct sextic part, $cA^6/96=6.5~\mu$eV, leaves 25~$\mu$eV. The layers carry 18.9, $-11.1$ and $-11.1~\mu$C/cm$^2$, with a mean of $-1.1~\mu$C/cm$^2$.

Between 10 and 20~$\mu$C/cm$^2$ the apparent power is 9.6 for $n=5$ and 13.5 for $n=7$, below the limits 10 and 14. The cause was not isolated. For $n=7$ at 20~$\mu$C/cm$^2$, $K(0)$ itself is negative, so the small-amplitude series does not apply directly; the local energy of the wave keeps uniform polarization stable. For $n=6$, $K(0)$ is also negative, but the wave does not drive a uniform polarization, so this does not affect its lock energy.

The equality of $n=3$ and $n=6$ is a property of this model. Reversing every second layer adds $\pi$ to all wavenumbers, turning a six-layer wave into a three-layer one. The even local energy is unchanged, and so is $(\cos k-\cos q)^2$, since both cosines change sign. The net moment of the three-layer wave becomes an alternating one.

\subsection{How far a locked wave can be pulled}

Suppose that without locking the wave, with its induced harmonics relaxed, would prefer $q+\delta$ instead of the commensurate $q$. A slowly varying phase has energy per layer
\begin{equation}
\tfrac12S(\phi'-\delta)^2+W(1-\cos N\phi),\qquad
S=\tfrac12A^2g\sin^2q ,
\end{equation}
where $\phi$ is measured from a minimum and $W$ is half the lock energy. $S$ follows from the wave energy $A^2K/4$ and the expansion $K(q+\delta)-K(q)\simeq g\sin^2q\,\delta^2$. The wave escapes by forming walls across which $\phi$ advances by $2\pi/N$. Using $1-\cos N\phi=2\sin^2(N\phi/2)$ and completing the square, the energy of a wall at $\delta=0$ is at least
\begin{equation}
\int_0^{2\pi/N}2\sqrt{SW}\,\sin\frac{N\phi}2\,d\phi=\frac{8\sqrt{SW}}N ,
\end{equation}
a value reached when the square vanishes. The misfit term $-S\delta\phi'$ returns $2\pi S\delta/N$ per wall. Walls become favourable beyond
\begin{equation}
\delta_c=\frac4\pi\sqrt{\frac WS}\ \propto A^{N/2-1}.
\label{window}
\end{equation}
At $A=20~\mu$C/cm$^2$ this gives 0.24, 0.085, 0.036 and 0.016 radian per layer for $n=4$, 3, 5 and 7. All four are approximate, because the wall width $\sqrt{S/W}/N$, namely 1.3, 2.5, 3.5 and 5.7 layers, is shorter than one period in every case, and the amplitude can change inside a wall. Walls relaxed on the lattice, with the locked amplitude set to 20~$\mu$C/cm$^2$, give half-widths of 0.21, 0.078, 0.028 and 0.013, so the formula is about 10 to 30\% too high here. For $n=5$ and 7 the values are rough half-widths, not distances from the minimum of $K$. The energy of the induced third harmonic depends on wavenumber and moves the preferred wavenumber away from that minimum by roughly 0.02 and 0.01 radian per layer. This is comparable to the window, so its two edges lie at unequal distances from the minimum of $K$. As $A$ falls, the window for $n=4$ shrinks as $A$, that for $n=3$ as $A^2$, and that for $n=5$ as $A^4$.

\subsection{Temperature and built-in field}

At 500~K, $k_BT=43$~meV. At $A=20~\mu$C/cm$^2$, the lock energy reaches $k_BT$ only for about 160 cells moving together when $n=4$, and for 59\,000 when $n=7$. Long-wave fluctuations blur the phase. If the phase stiffness is $S$ per cell in all three directions, equipartition gives a variance
\begin{equation}
\sigma^2=\int_{|k|<k_c}\frac{d^3k}{(2\pi)^3}\frac{k_BT}{Sk^2}
=\frac{k_BT\,k_c}{2\pi^2S}.
\end{equation}
The coefficients are taken as already averaged over blocks ten cells across, roughly 4~nm, so $k_c=\pi/10$. A Gaussian phase multiplies $\cos N\phi$ by $f=e^{-N^2\sigma^2/2}$. For $n=4$, $\sigma^2=0.18$ and $f=0.23$; for $n=3$ and 5, $f$ is 0.012 and $4\times10^{-5}$. These values treat the phase as free. The lock itself pulls the phase back, which replaces $Sk^2$ in the integral by $Sk^2+N^2Wf$. Solving for $f$ with this force included gives about 0.9 for $n=4$ and 0.1 for $n=3$, while $f$ for $n=5$ stays very small. A strong lock thus protects itself, and a weak one is washed out. These estimates depend exponentially on the assumed stiffness and on the size and shape of the cutoff. Replacing the spherical cutoff by a cubic lattice of ten-cell blocks leaves $f\approx0.85$ for $n=4$ but lowers it from 0.1 to about 0.001 for $n=3$. With the same coefficients but blocks five cells across, $f$ for $n=4$ would be only about 0.4 with the spherical cutoff and 0.02 with the block lattice. The $n=4$ lock is thus little reduced for the ten-cell cutoff, but not for every cutoff. For both cutoffs, the mean-field lock energies for $N\ge6$, which includes the even wave $n=6$, should not be used unreduced at this temperature. If $S$ is unchanged, Eq.~(\ref{window}) shrinks the window by the square root of $f$.

The energy $e$ is the product of the field, the polarization scale and the cell volume $(0.41\ \text{nm})^3$. A built-in field of 0.1~MV/cm corresponds to $e=1.7$~meV. For $n=3$ at the same $A$ it splits the phases by 96~$\mu$eV, 3.8 times the zero-field lock energy. Equation~(\ref{field}) gives the same figure because the corrections to force and stiffness nearly cancel in their ratio. Since the splitting is linear in a weak field, about 0.03~MV/cm is enough to match the zero-field lock.

\section{Comparison with lead zirconate}

Lead zirconate has antipolar lead displacements in an up-up-down-down sequence over four planes, which is the pattern selected here for $n=4$ and $b>0$. Modified compositions also show longer, incommensurate modulations. The planes are stacked along a face diagonal of the cubic cell, with spacing $0.41/\sqrt2=0.29$~nm, so the four-layer period is 1.16~nm. In the model, take $|P_j|=1$ in every layer and $k_{\min}=-0.10$~eV, chosen only to make this pattern stationary. The up-up-down-down well is then 28~meV deep. This depth and the field below illustrate the model and are not predictions for lead zirconate. Uniform order of the same magnitude lies $g/2=15$~meV higher and wins above 0.87~MV/cm. That field is above the rough few tenths of MV/cm typical of the real material; in this model a smaller $g$ would lower it. The real transition is also abrupt, so the small-$A$ region may never be visited. The largest structural omission is the oxygen octahedral tilt. Its antiphase pattern changes sign between neighbouring cells in all three directions. A shift by one layer reverses the tilt, but a further step of one cell along the cubic axis lying in the plane restores it. The repeat is therefore still one layer, and the lowest power for $n=4$ stays 4. Other frozen distortions can make the repeat $r$ layers. The shift condition is then $prm/n$ integer, and if reversal with the layers in place survives, these two symmetries allow a lowest power of $\mathrm{lcm}[2,n/\gcd(n,r)]$. Further symmetries, such as reversal combined with a one-layer shift, can raise it. In films, a built-in field would break the second assumption; in the example above, 0.1~MV/cm split the $n=3$ phases by 3.8 times the zero-field lock energy.

\section{What to do in practice}

\begin{itemize}
\item Count $n$ in units of the true repeat of the parent structure, including frozen tilts or cation order, and reduce $m/n$ to lowest terms. If the repeat holds several layers, this may give $n=1$ or 2. The wave can then still have a phase, and it may lock at second power.
\item Check that some operation reverses $P$ without moving the layers. If none does, power $n$ may appear for odd $n$ too, unless another symmetry forbids it, such as reversal combined with a shift by part of the repeat.
\item When computing a lock energy, hold $A$ and $\phi$ fixed and relax everything else. For $n=3$ here, clamping the net moment leaves $V_6=c/192>0$ and selects the wrong phase.
\item Match the electrical boundary conditions to the sample. Anything that stiffens uniform polarization raises $K_0$; in this model $V_6$ changes sign at $K_0=3b^2/c=0.27$~eV. This value decides the preferred phase only at small $A$. At 20~$\mu$C/cm$^2$ the phase switches when the total uniform stiffness, including $k_{\min}$, is about 0.37~eV.
\item To find out whether an odd-period plateau is stabilized by a field, compare its width at opposite and near-zero bias. A third-power lock for $n=3$ weakens as the internal field is compensated; the sixth-power lock remains.
\item Do not rank periods by $N$ alone. The ranking is secure at small $A$ with comparable coefficients; at large $A$, stiffnesses and higher terms matter as well.
\end{itemize}
The numerical output below lists the remaining amplitudes and the fluctuation factors of a free phase, without the restoring force of the lock.

\section*{Calculated quantities}
\begin{verbatim}
Power of A in the phase energy, relaxed lattice, small A
 m/n = 1/3: power 6.0000, sign of V_N -1
 m/n = 1/4: power 4.0000, sign of V_N +1
 m/n = 1/5: power 10.0000, sign of V_N -1
 m/n = 2/5: power 10.0000, sign of V_N -1
 m/n = 1/6: power 6.0000, sign of V_N -1
 m/n = 1/7: power 13.9999, sign of V_N -1
 m/n = 2/7: power 13.9999, sign of V_N -1
 m/n = 1/8: power 8.0000, sign of V_N +1
 m/n = 3/8: power 8.0000, sign of V_N +1
Same with a uniform field (sign symmetry broken)
 m/n = 1/3: power 3.0000
 m/n = 1/4: power 4.0000
 m/n = 1/5: power 5.0000
 m/n = 1/6: power 5.9999
n=3: K0 = 0.0675 eV, direct part c/192 = 2.083e-04 eV
n=3: V6 lattice -6.2500e-04, formula -6.2500e-04 eV
n=4: V4 lattice 1.8750e-03, b/32 = 1.8750e-03 eV
Inputs: P_REF 40 uC/cm2, cell edge 0.41 nm, T 500 K
Inputs: b 0.06 eV, c 0.04 eV, g 0.03 eV
Layer spacing 0.290 nm, four layers 1.160 nm
Full up-up-down-down well: -28.33 meV per cell
Field at which uniform order wins: 0.87 MV/cm
Lock energy (highest minus lowest over phase), eV per cell
 n  N   A=5        A=10       A=20 uC/cm2  powers      phase
 3  6  4.867e-09  3.295e-07  2.491e-05   6.08  6.24   0.0 deg
 4  4  9.251e-07  1.526e-05  2.734e-04   4.04  4.16  45.0 deg
 5 10  7.520e-12  7.057e-09  5.502e-06   9.87  9.61   0.0 deg
 6  6  4.867e-09  3.295e-07  2.491e-05   6.08  6.24   0.0 deg
 7 14  4.872e-15  6.111e-11  7.286e-07  13.61 13.54   0.0 deg
n=3, phase 0 deg, layers: 18.89, -11.11, -11.11 uC/cm2
n=3 net polarization -1.110 uC/cm2
n=4, phase 45 deg, layers: 14.14, -14.14, -14.14, 14.14 uC/cm2
kT 43.09 meV; fluctuation cutoff block 4.1 nm
At A=20 uC/cm2: cells per kT, phase variance, lock reduction
 n=3: 1.73e+03 cells, 0.244 rad2, factor 1.2e-02
 n=4: 1.58e+02 cells, 0.183 rad2, factor 2.3e-01
 n=5: 7.83e+03 cells, 0.202 rad2, factor 4.1e-05
 n=6: 1.73e+03 cells, 0.244 rad2, factor 1.2e-02
 n=7: 5.91e+04 cells, 0.299 rad2, factor 1.9e-13
n=3, field 0.1 MV/cm: third-power phase gap 9.556e-05 eV
Ratio to zero-field lock: 3.84
\end{verbatim}
